# The Correlation Factor of Oxygen Tracer Diffusion by Dilute Vacancies

An oxygen isotope in an oxide film can move when a neighbouring oxygen site is empty: atom and vacancy change places. Just after such a jump the vacancy is still beside the atom, on the side from which the atom came, so the next jump undoes the last one more often than it would if all directions were equally likely. The tracer therefore spreads more slowly than a random walker that makes the same number of jumps. The problem is to find by how much, and what this means for an oxide film.

**Setting.** The tracer makes jumps $\mathbf s_1,\mathbf s_2,\dots$, all of length $a$, and $\mathbf R_n=\sum_{i=1}^n\mathbf s_i$ is its displacement after $n$ jumps. The correlation factor is

$$f=\lim_{n\to\infty}f_n,\qquad f_n=\frac{\langle R_n^2\rangle}{na^2}.$$

An uncorrelated walk has $f=1$. The factor belongs to the tracer. A lone vacancy on a perfect lattice of equal sites chooses each hop afresh, and its own factor is 1. Until part (g) we assume:

1. The vacancies are dilute, in equilibrium and without interaction, and the tracer jumps at the same rate as the host atoms.
2. All jumps are equivalent by symmetry.
3. The line of each jump is an axis of at least twofold rotation of the lattice or, in two dimensions, a mirror line.

## (a) The displacement as a sum over pairs of jumps

**Question.** Express $f_n$ through the angles $\theta_j$ between a jump and the $j$-th jump after it.

**Solution.** Squaring the sum gives $n$ diagonal terms, each equal to $a^2$, and every pair of different jumps twice:

$$R_n^2=na^2+2\sum_{i=1}^{n-1}\sum_{k=i+1}^{n}\mathbf s_i\cdot\mathbf s_k .$$

Put $k=i+j$. For a given separation $j$, the first index runs from 1 to $n-j$, so there are $n-j$ pairs. In equilibrium the average depends on the separation but not on $i$, and $\langle\mathbf s_i\cdot\mathbf s_{i+j}\rangle=a^2\langle\cos\theta_j\rangle$. Hence

$$f_n=1+\frac2n\sum_{j=1}^{n-1}(n-j)\langle\cos\theta_j\rangle. \tag{1}$$

This uses equal jump lengths and a steady state, but neither the vacancy mechanism nor the symmetry of the lattice.

## (b) Later cosines from the first

**Question.** Let $c=\langle\cos\theta_1\rangle$. What is $\langle\cos\theta_j\rangle$?

**Solution.** After a jump $\mathbf s$ the tracer occupies the former site of the vacancy, and the vacancy sits at $-\mathbf s$ relative to the tracer. The next jump can come about in two ways. The same vacancy may return, and the direction from which it does so depends on its starting point $-\mathbf s$ alone. Or it wanders off and another vacancy arrives. The others are distributed evenly around the tracer, so the mean jump they cause is zero. In the dilute limit they arrive so late that they do not disturb the returns that carry a preferred direction. The law of $\mathbf s_{i+1}$ thus depends on $\mathbf s_i$ and on no earlier jump: the jumps form a Markov chain.

Now consider the mean next jump, $\mathbf m(\mathbf s)=E[\mathbf s_{i+1}|\mathbf s_i=\mathbf s]$. The symmetry rotation about the line of $\mathbf s$ (a half-turn, or a third of a turn in bcc) leaves the lattice, the tracer and the vacancy in place, so it must leave $\mathbf m$ unchanged. But it turns any nonzero component of $\mathbf m$ perpendicular to $\mathbf s$ into a different vector, so that component must vanish. A mirror line does the same in two dimensions. So $\mathbf m(\mathbf s)$ is a multiple of $\mathbf s$, with the same multiplier for all jumps because they are equivalent. The scalar product with $\mathbf s$ shows that the multiplier is $c$:

$$E[\mathbf s_{i+1}|\mathbf s_i]=c\,\mathbf s_i .$$

For a later jump, average first with $\mathbf s_{i+j-1}$ fixed, which the Markov property allows:

$$E[\mathbf s_{i+j}|\mathbf s_i]=c\,E[\mathbf s_{i+j-1}|\mathbf s_i]=\dots=c^j\mathbf s_i .$$

The scalar product with $\mathbf s_i$, divided by $a^2$, gives

$$\langle\cos\theta_j\rangle=c^j. \tag{2}$$

The same argument holds for one vacancy in a periodic cell, which permits a test. In a simple cubic cell of $4^3$ sites, the full motion of tracer and vacancy gives the first three cosines as $-0.193750$, $0.037539$ and $-0.007273$. The second and third are the square and the cube of the first.

## (c) The sum

**Question.** Find $f_n$ and its limit in terms of $c$.

**Solution.** We need $S=\sum_{j=1}^{n-1}(n-j)c^j$. The factor $n-j$ counts the integers $m$ from $j$ to $n-1$, so

$$S=\sum_{m=1}^{n-1}\sum_{j=1}^{m}c^j=\sum_{m=1}^{n-1}\frac{c(1-c^m)}{1-c}
=\frac{c}{1-c}\left[n-1-\frac{c-c^n}{1-c}\right].$$

Since $1+(c-c^n)/(1-c)=(1-c^n)/(1-c)$, this becomes

$$S=\frac{nc}{1-c}-\frac{c(1-c^n)}{(1-c)^2}.$$

Insert it in $f_n=1+2S/n$ and use $1+2c/(1-c)=(1+c)/(1-c)$:

$$f_n=\frac{1+c}{1-c}-\frac{2c(1-c^n)}{n(1-c)^2}. \tag{3}$$

For $n=1$ the right side is $(1+c-2c)/(1-c)=1$, as it must be. For $|c|<1$ the last term vanishes as $1/n$, and

$$\boxed{f=\frac{1+c}{1-c}} \tag{4}$$

If the next jump has no preferred direction, $c=0$ and $f=1$. If each jump is almost surely reversed, $c\to-1$ and $f\to0$: the atom rattles between two sites. With $c<0$ the correction in (3) is positive, so every finite walk looks less correlated than the limit.

Two tests bear on this result. In a simple cubic cell of $7^3$ sites with one vacancy, a sum over all paths of five tracer jumps gives $f_5=0.713062$, and (3) gives the same number. The limit (4) was compared with a calculation that makes no use of cosines: the mean square displacement was propagated hop by hop and divided by the mean number of tracer jumps. For a period of seven sites along each primitive direction, both roads give 0.490058 (square), 0.656084 (simple cubic), 0.730188 (bcc) and 0.784574 (fcc).

## (d) The turning cosine on the simple cubic lattice

**Question.** Find $c$ for an infinite simple cubic lattice, which is the arrangement of the oxygen sites in a fluorite-type oxide.

**Solution.** Measure lengths in units of $a$ and put the tracer at the origin. Let $h(\mathbf r)$ be the mean $x$-component of the next tracer jump when the vacancy is at $\mathbf r$. The vacancy hops to each of its six neighbours $\mathbf r+\boldsymbol\delta$ with probability $1/6$. If it stands next to the tracer, one of these hops is an exchange, in which the tracer jumps by $+\mathbf r$ and contributes $r_x/6$. The other hops continue the search. With the convention $h(\mathbf 0)=0$, all cases with $\mathbf r\ne\mathbf 0$ read

$$h(\mathbf r)-\frac16\sum_{\boldsymbol\delta}h(\mathbf r+\boldsymbol\delta)=q(\mathbf r),\qquad q(\pm\hat{\mathbf x})=\pm\frac16, \tag{5}$$

with $q=0$ elsewhere. Inversion of the lattice gives $h(-\mathbf r)=-h(\mathbf r)$. The neighbours of the origin then cancel in pairs, and (5) holds at $\mathbf r=\mathbf 0$ too. The tracer is no longer an obstacle in the equation.

Let $G$ solve the same equation with a unit source at the origin. Then

$$h(\mathbf r)=\frac16\left[G(\mathbf r-\hat{\mathbf x})-G(\mathbf r+\hat{\mathbf x})\right].$$

Another bounded solution could differ from this one by a constant, which the oddness of $h$ excludes. After a tracer jump $+\hat{\mathbf x}$ the vacancy is at $-\hat{\mathbf x}$, so $c=h(-\hat{\mathbf x})$. With $G(-\mathbf r)=G(\mathbf r)$,

$$c=-\frac16\left[G(0,0,0)-G(2,0,0)\right]. \tag{6}$$

To compute $G$, let a walker hop at unit total rate. The probability of finding it at $\mathbf r=(n_1,n_2,n_3)$ at time $t$ is

$$P_t(\mathbf r)=e^{-t}I_{n_1}(t/3)I_{n_2}(t/3)I_{n_3}(t/3),$$

with $I_n$ the modified Bessel functions. Indeed $I_n'=(I_{n-1}+I_{n+1})/2$ gives $\dot P_t(\mathbf r)=-P_t(\mathbf r)+\frac16\sum_{\boldsymbol\delta}P_t(\mathbf r+\boldsymbol\delta)$, and $P_0$ is one at the origin and zero elsewhere. Integrating this equation from $t=0$ to $\infty$, where $P_t\to0$, shows that $G=\int_0^\infty P_t\,dt$ has the required unit source. Put $t=3u$ and use $I_0-I_2=2I_1/u$:

$$G(0,0,0)-G(2,0,0)=6\int_0^\infty e^{-3u}I_0(u)^2I_1(u)\frac{du}{u}=1.259050 .$$

Therefore

$$c=-\frac{1.259050}{6}=-0.209842,\qquad f=\frac{0.790158}{1.209842}=0.6531 .$$

Periodic cells with 7 and 13 sites per side, extrapolated linearly in the inverse number of sites, give $c=-0.2099$.

A simple estimate keeps just the immediate reversal, in which the first hop of the vacancy undoes the jump. Its probability is $1/z$ for $z$ neighbours, so $c\approx-1/z$ and $f\approx(z-1)/(z+1)$. For $z=6$ this is $0.7143$, about 9 % above the full value. By (5), the missing part of $c$, $-0.043$, comes from returns after more than one vacancy hop. They too favour the side on which the vacancy was left.

## (e) A case in closed form: the square lattice

**Question.** Find $f$ for diffusion within a single square layer.

**Solution.** Equation (5) holds with $1/6$ replaced by $1/4$. In two dimensions $G$ itself diverges, but the odd source makes $h$ finite, and we solve for $h$ directly by Fourier transform. The source transforms to $\frac14(e^{-ik_x}-e^{ik_x})=-\frac i2\sin k_x$. The left side becomes $\hat h$ times $1-\frac12(\cos k_x+\cos k_y)$. At $\mathbf r=-\hat{\mathbf x}$ the inverse transform contains $e^{-ik_x}=\cos k_x-i\sin k_x$. The cosine part is odd in $k_x$ and integrates to zero, which leaves

$$c=-\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dk_x\,dk_y}{(2\pi)^2}\,\frac{\sin^2k_x}{2-\cos k_x-\cos k_y}.$$

For the $k_y$ integral use $\int_{-\pi}^{\pi}\frac{dk_y}{2\pi}\frac1{A-\cos k_y}=\frac1{\sqrt{A^2-1}}$ with $A=2-\cos k_x$, for which $A^2-1=(1-\cos k_x)(3-\cos k_x)$. Since $\sin^2k_x=(1-\cos k_x)(1+\cos k_x)$, the substitution $v=1+\cos k_x$ gives

$$c=-\frac1\pi\int_0^2\sqrt{\frac{v}{4-v}}\,dv .$$

With $v=4\sin^2\varphi$ the integral is $8\int_0^{\pi/4}\sin^2\varphi\,d\varphi=\pi-2$. Hence

$$c=-1+\frac2\pi,\qquad f=\frac{2/\pi}{2-2/\pi}=\frac1{\pi-1}=0.4669 .$$

The extrapolated periodic cells give 0.4669 as well. For the other two cubic lattices they give $f=0.727$ (bcc, $z=8$) and $f=0.781$ (fcc, $z=12$). Among these four lattices, $f$ rises with the number of neighbours.

## (f) Oxygen exchange in a thin film

**Question.** A fluorite-type oxide film 100 nm thick is held at 673 K in isotope-enriched oxygen gas. Take $a=0.27$ nm, a migration barrier of 0.60 eV, an attempt frequency of $5\times10^{12}$ s$^{-1}$ and a vacancy fraction $x_v=10^{-4}$ of the oxygen sites. Find the tracer diffusivity. Does $f$ affect the filling of the film?

**Solution.** Let $w$ be the rate of a vacancy hop to one given neighbour. The vacancy hops at total rate $6w$ without correlation, so $D_v=6wa^2/6=wa^2$. Each neighbour of the tracer is vacant with probability $x_v$, so the tracer jumps at rate $\Gamma=6wx_v$. Over long times the relative deviation of the number of jumps from $\Gamma t$ vanishes, and

$$D^*=\frac{f\,\Gamma a^2}{6}=f\,x_vD_v .$$

Vacancies carry charge $2e$. With density $n_v=x_v/a^3$ their conductivity is $\sigma=4e^2n_vD_v/k_BT$. Assigning this conductivity to all oxygen ions, of density $1/a^3$, defines the charge-derived diffusivity $D_\sigma=\sigma k_BTa^3/4e^2=x_vD_v$. In this model, then, $D^*/D_\sigma=f$: a tracer measurement and a measurement of the ionic conductivity together reveal the correlation factor, apart from the small effect of isotope mass listed below.

With $k_BT=0.0580$ eV, the numbers are

$$w=5\times10^{12}\,e^{-0.60/0.0580}\ \text{s}^{-1}=1.61\times10^{8}\ \text{s}^{-1},$$

$$D_v=(2.7\times10^{-8}\ \text{cm})^2w=1.17\times10^{-7}\ \text{cm}^2/\text{s},$$

$$D^*=0.653\times10^{-4}D_v=7.6\times10^{-12}\ \text{cm}^2/\text{s}=7.6\times10^{-16}\ \text{m}^2/\text{s}.$$

The vacancy density is $5.1\times10^{18}$ cm$^{-3}$ and the ionic conductivity $6.6\times10^{-6}$ S/cm.

Diffusion across the film takes about $L^2/D^*=(10^{-5}\ \text{cm})^2/D^*=13$ s. Oxygen must also pass the surface. For a surface exchange coefficient $k=10^{-8}$ cm/s, a round input, filling takes about $L/k=1000$ s. The surface is then the bottleneck, and the filling curve of this film says almost nothing about $f$, provided $k$ does not itself depend on $D^*$ (see space charge below). The two times are equal at $L=D^*/k=7.6$ µm, and diffusion controls the uptake only well above that thickness. A tracer atom that stays in the oxide for one hour spreads over $\sqrt{D^*t}=1.7$ µm. At fixed $x_vD_v$, this length is $\sqrt f=0.81$ times what an uncorrelated walk would give. In the 100 nm film such a spread is possible only along the film. With the surface open, an oxygen atom passes back into the gas after about $L/k=1000$ s on average, so only about $e^{-3.6}\approx3$ % of the tracer atoms stay for an hour.

**Comparison with real films.** The inputs are rough values for lightly acceptor-doped ceria. Heavily doped electrolytes have vacancy fractions of a few per cent, far above the one used here, and the dilute model should not be carried over to them. The coefficient $k$ is the least certain input, since it depends strongly on the state of the surface. For the example's own numbers, the neglected effects include these:

- **Trapping.** With two acceptors per vacancy, eight oxygen neighbours per acceptor and a binding energy of 0.20 eV, the ratio of trapped to free vacancies is $16x_ve^{0.20/0.0580}=0.05$. At fixed total vacancy content this lowers the free fraction by about 5 %. This counts only the nearest shell and is a lower bound. With relative permittivity 25 the bare attraction between acceptor and vacancy is still 0.26 eV on the second oxygen shell and 0.20 eV on the third, and it falls to $k_BT$ only at 2 nm. If the binding is capped at 0.20 eV and screened over 1.6 to 2 nm, the further shells raise the ratio to roughly 0.2 to 0.5, so $x_v$ in the formulas should be read as the fraction of free vacancies.
- **Repulsion.** At the typical vacancy spacing $n_v^{-1/3}=5.8$ nm, with relative permittivity 25, the bare Coulomb energy is 0.040 eV, not small beside $k_BT$. The Debye formula, with the acceptors counted as mobile, gives a screening length of 1.6 nm and a screened energy of about 0.001 eV. But this length is shorter than the distance between the screening charges, so the formula is outside its range and the screened energy is not a reliable estimate. That the repulsion can be neglected remains an assumption.
- **Crowding.** The mean number of other vacancies next to the tracer is $6\times10^{-4}$.
- **Space charge.** A positively charged surface depletes the vacancies beneath it, and the local $D^*$ falls by $e^{-2e\phi/k_BT}$. With immobile acceptors of density $2n_v$, relative permittivity 25 and an assumed surface potential of 0.3 V, the depleted layer is 9 nm wide and adds about 1900 s to the filling time (about 80 s at 0.2 V, $5\times10^4$ s at 0.4 V). This contribution scales as $1/D^*$ and appears as part of a measured $k$.
- **Isotope mass.** If the jump frequency varies as the inverse square root of the mass of the jumping atom, mass 18 jumps 5.7 % less often than mass 16. Shared motion with the neighbours would reduce the difference.

## (g) An amorphous film

**Question.** In an amorphous oxide neither the equivalence of jumps nor their symmetry survives. What remains of the result?

**Solution.** Equation (1) remains if the jump lengths are equal, but (2) relied on both lost assumptions. To see the size of the effect, keep the simple cubic lattice and equal site energies, and give each bond its own barrier, drawn from a normal distribution with standard deviation 0.10 eV at 673 K. The table compares a cell of $4^3$ sites without disorder with the mean of six random samples.

| Quantity | Ordered | Random |
|---|---|---|
| $\langle\cos\theta_1\rangle$ | $-0.194$ | $-0.71$ |
| $f$ from the displacement | 0.675 | 0.19 |
| $(1+c)/(1-c)$ | 0.675 | 0.17 |

The random samples range from 0.12 to 0.26 in $f$. The table is not converged in cell size: cells of $6^3$ to $10^3$ sites give a mean $f$ of 0.17 to 0.16 and a first cosine of $-0.73$ to $-0.74$, while the ordered value falls to 0.654. The signs and rough sizes of the differences described next persist in these cells. The single-cosine formula is no longer an identity; its mean lies about 10 % below the mean of the true factor. The power law fails as well: the second cosine averages 0.59, while the squared first cosine averages 0.51.

A simple picture gives the right signs. Suppose the jumps fell into separate classes, each with its own cosine $c_b$ and each obeying (2) and (4). The mean second cosine would be $\langle c_b^2\rangle\ge\langle c_b\rangle^2$. And since $(1+c)/(1-c)$ has the positive second derivative $4/(1-c)^3$, the mean factor would be at least the formula evaluated at the mean cosine. That this is the main cause in the random lattice, where the classes are not separate, is a conjecture.

The small factor does not mean slow diffusion. With barriers scattered about the ordered value, the tracer diffusivity of the six samples averages about 1.1 times the ordered one; six samples cannot distinguish this from no change, but more samples and larger cells give 1.08 to 1.14. Since $D^*$ is proportional to $f\Gamma$, a fall of $f$ by a factor of about 3.6 must be offset by a rise of the jump rate by roughly 4; the exact mean of the bond rate over the barrier distribution is $e^{(0.10/0.0580)^2/2}=4.4$ times the ordered rate. The strongly negative first cosine shows that many of these jumps are reversals, which carry the atom nowhere.

One more relation is lost. With random barriers the vacancy's own walk is correlated, so $D_\sigma$ also falls below the value expected from the vacancy hop rate. The factor 0.19 is therefore not a prediction for $D^*/D_\sigma$. A real amorphous film also has unequal site energies and jump lengths, so these figures measure the sensitivity of the result to disorder and do not describe a particular material. The values for the perfect lattices, the film example and the $4^3$ cells are collected in the numerical output below.

## Computed results

```
PERFECT LATTICES
square, 7-site period: f propagated 0.490058, formula 0.490058
simple cubic, 7-site period: f propagated 0.656084, formula 0.656084
bcc, 7-site period: f propagated 0.730188, formula 0.730188
fcc, 7-site period: f propagated 0.784574, formula 0.784574
square, infinite: c = -0.3634, f = 0.4669
simple cubic, infinite: c = -0.2099, f = 0.6531
bcc, infinite: c = -0.1580, f = 0.7272
fcc, infinite: c = -0.1227, f = 0.7814
square lattice closed value 1/(pi-1) = 0.4669
simple cubic G(000)-G(200) = 1.259050
simple cubic c = -0.209842, f = 0.653109
reversal-only estimate, z=6: c = -0.1667, f = 0.7143
five jumps, period 7: paths 0.713062, formula 0.713062
period 4: cosines 1,2,3 = -0.193750, 0.037539, -0.007273
period 4: f from variance = 0.675393
FILM EXAMPLE: INPUTS
temperature = 673 K, kT = 0.0580 eV
jump length = 0.27 nm, barrier = 0.60 eV
attempt frequency = 5.0e+12 1/s, vacancy site fraction = 1.0e-04
film thickness = 100 nm
FILM EXAMPLE: RESULTS
vacancy jump rate per direction = 1.606e+08 1/s
vacancy diffusivity = 1.171e-07 cm2/s
charge-derived oxygen diffusivity = 1.171e-11 cm2/s
tracer diffusivity = 7.648e-12 cm2/s = 7.648e-16 m2/s
vacancy density = 5.081e+18 1/cm3
ionic conductivity = 6.575e-06 S/cm
film crossing time L^2/D* = 13.07 s
tracer depth sqrt(D* t) after 1 h = 1.659 um
depth ratio with f / without f = 0.8082
NEGLECTED EFFECTS
surface exchange coefficient (input) = 1.0e-08 cm/s
surface-limited filling time L/k = 1000 s
critical thickness D*/k = 7.65 um
binding (input) = 0.20 eV, trapped/free vacancies = 0.0503
relative permittivity (input) = 25
mean vacancy distance = 5.82 nm, Debye length = 1.62 nm
Coulomb energy at that distance: bare 0.0396 eV, screened 0.00110 eV
mean number of other vacancies next to tracer = 6.0e-04
jump-rate loss of mass 18 against 16, at most = 5.72 %
RANDOM BARRIERS, spread 0.10 eV, period 4, mean of 6 samples
f from variance = 0.1885 (range 0.1210 to 0.2607)
single-cosine formula, mean = 0.1700
first cosine = -0.7121, second cosine = 0.5878, mean squared first = 0.5118
tracer diffusivity, random/ordered at equal mean barrier = 1.086
```
